# Level Shifting in Hartree-Fock: Mixing, Descent and Convergence Rate: a numerical check

```python
"""Level shifting in closed-shell Hartree-Fock (energies in hartree).

Result under test: adding b to the virtual space
  (1) multiplies first-order occupied-virtual mixing by gap/(gap+b),
  (2) guarantees E(new)-E(old) <= -(b-g)*||P_new-P_old||^2,
  (3) gives error multipliers 1-eig[(gap+b)^-1 H] near a solution.
P: projector on doubly occupied orbitals, orthonormal basis.
F = h + G(P), G = 2J-K; H: orbital Hessian; g: largest eigenvalue
of G on symmetric traceless matrices. Norms are Frobenius norms.
"""
import numpy as np
from scipy.linalg import eigh
from pyscf import gto, scf


def mean_field(system, P):
    return (system[1] @ P.ravel()).reshape(P.shape)


def fock(system, P):
    return system[0] + mean_field(system, P)


def energy(system, P):
    return 2*np.sum(system[0]*P) + np.sum(P*mean_field(system, P))


def scf_step(system, P, b):
    shifted = fock(system, P) + b*(np.eye(len(P)) - P)
    occ = np.linalg.eigh(shifted)[1][:, :system[2]]
    return occ @ occ.T


def descent_bound(system):
    """Largest Tr D G(D)/||D||^2 over symmetric traceless D."""
    n = len(system[0])
    swap = np.eye(n*n).reshape(n, n, n, n).transpose(1, 0, 2, 3)
    unit = np.eye(n).ravel()
    proj = (np.eye(n*n) + swap.reshape(n*n, n*n))/2
    proj = proj - np.outer(unit, unit)/n
    return np.linalg.eigvalsh(proj @ system[1] @ proj)[-1]


# ---------- two-site model: plain iteration fails ----------
hop, U = 0.1, 0.6
W2 = np.zeros((4, 4))
W2[0, 0] = W2[3, 3] = U
model = (np.array([[0, -hop], [-hop, 0]]), W2, 1)


def model_density(s):
    c = np.sqrt(1 - s*s)
    return np.array([[1 + s, c], [c, 1 - s]])/2


P_sym = model_density(0.0)
g_model = descent_bound(model)
gap_model = np.diff(np.linalg.eigvalsh(fock(model, P_sym)))[0]
threshold = (U - gap_model)/2
start_s = 0.2
print("MODEL: hopping %.2f, repulsion %.2f hartree" % (hop, U))
print("gap %.4f, descent bound g %.4f hartree" % (gap_model, g_model))
print("local convergence threshold in b: %.4f hartree" % threshold)
print("start: site-population difference per spin %.2f" % start_s)
print("solution energy %.6f, start energy %.6f hartree" % (
    energy(model, P_sym), energy(model, model_density(start_s))))


def run_model(b, cap=1000):
    P = model_density(start_s)
    energies = [energy(model, P)]
    for count in range(1, cap + 1):
        P = scf_step(model, P, b)
        energies.append(energy(model, P))
        if np.linalg.norm(P - P_sym) < 1e-8:
            return count, np.array(energies)
    return None, np.array(energies)


print("b/hartree, multiplier, steps to error 1e-8, final E/hartree")
for b in (0.0, 0.1, 0.3, 0.6, 1.8, 3.8):
    small = 1e-5
    P = scf_step(model, model_density(small), b)
    measured = (P[0, 0] - P[1, 1])/small
    predicted = (b - U)/(gap_model + b)
    assert abs(measured - predicted) < 1e-6
    count, energies = run_model(b)
    assert (count is not None) == (b > threshold)
    if b == 0:
        assert energies[1] > energies[0]
    if b >= g_model - 1e-12:
        assert np.all(np.diff(energies) < 1e-12)
    print("  %.1f  %8.4f  %s  %.6f" % (
        b, measured, "none" if count is None else count, energies[-1]))
assert run_model(threshold - 0.01)[0] is None
assert run_model(threshold + 0.01)[0] is not None

# ---------- water, RHF/6-31G ----------
bond, angle = 0.96, 104.5
mol = gto.M(atom="O; H 1 %f; H 1 %f 2 %f" % (bond, bond, angle),
            basis="6-31g", verbose=0)
S = mol.intor("int1e_ovlp")
sval, svec = np.linalg.eigh(S)
X = (svec/np.sqrt(sval)) @ svec.T
S_half = (svec*np.sqrt(sval)) @ svec.T
nbas, nocc = len(S), mol.nelectron//2
nvir = nbas - nocc
h_core = X @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ X


def transform(eri, C):
    for _ in range(4):
        eri = np.tensordot(eri, C, axes=(0, 0))
    return eri


eri = transform(mol.intor("int2e"), X)
W = (2*eri - eri.transpose(0, 2, 1, 3)).reshape(nbas**2, nbas**2)
water = (h_core, W, nocc)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
P_ref = S_half @ (mf.make_rdm1()/2) @ S_half
for _ in range(300):
    P_ref = scf_step(water, P_ref, 0.3)
F_ref = fock(water, P_ref)
assert np.linalg.norm(F_ref @ P_ref - P_ref @ F_ref) < 1e-9
E_ref = energy(water, P_ref) + mol.energy_nuc()
assert abs(E_ref - mf.e_tot) < 1e-8
eps, C = np.linalg.eigh(F_ref)
Co, Cv = C[:, :nocc], C[:, nocc:]
gaps = (eps[nocc:, None] - eps[None, :nocc]).ravel()
print("WATER RHF/6-31G: OH %.2f angstrom, angle %.1f deg" % (bond, angle))
print("basis functions %d, occupied %d, virtual %d" % (nbas, nocc, nvir))
print("total energy %.6f hartree" % E_ref)
print("smallest, largest pair gap: %.4f, %.4f hartree" % (
    gaps.min(), gaps.max()))


def rotated(x):
    """Projector on occupied orbitals mixed with virtuals by x."""
    occ = np.linalg.qr(Co + Cv @ x.reshape(nvir, nocc))[0]
    return occ @ occ.T


# First-order mixing at a density that is not yet converged.
rng = np.random.default_rng(7)
x_start = 0.03*rng.standard_normal((nvir, nocc))
x_start[0, -1] += 0.1
P_start = rotated(x_start.ravel())
F_start = fock(water, P_start)
occ0 = np.linalg.eigh(P_start)[1][:, -nocc:]
vir0 = np.linalg.eigh(P_start)[1][:, :nvir]
e_o, u_o = np.linalg.eigh(occ0.T @ F_start @ occ0)
e_v, u_v = np.linalg.eigh(vir0.T @ F_start @ vir0)
F_vo = (vir0 @ u_v).T @ F_start @ (occ0 @ u_o)
gap_start = e_v[:, None] - e_o[None, :]
assert gap_start.min() > 0


def exact_mixing(scale, b):
    """Exact virtual/occupied mixing with the coupling times scale."""
    M = np.block([[np.diag(e_o), scale*F_vo.T],
                  [scale*F_vo, np.diag(e_v + b)]])
    vec = np.linalg.eigh(M)[1][:, :nocc]
    return vec[nocc:] @ np.linalg.inv(vec[:nocc])


b_mix = 1.0
errors = [np.linalg.norm(exact_mixing(s, b_mix)
          + s*F_vo/(gap_start + b_mix)) for s in (0.4, 0.2)]
assert 7 < errors[0]/errors[1] < 9
frontier = gap_start[0, -1]
factor = frontier/(frontier + b_mix)
ratio = [exact_mixing(s, b_mix)[0, -1]/exact_mixing(s, 0)[0, -1]
         for s in (1.0, 0.01)]
assert abs(ratio[1]/factor - 1) < 1e-3
print("mixing test: frontier gap %.4f, b %.1f hartree" % (frontier, b_mix))
print("  gap/(gap+b) %.5f" % factor)
print("  exact ratio, full coupling %.5f, 1%% coupling %.5f" % tuple(ratio))
print("  error ratio on halving coupling %.3f" % (errors[0]/errors[1]))

# Energy change of a strongly shifted step against its slope formula.
b_big = 1e5
change = energy(water, scf_step(water, P_start, b_big)) \
    - energy(water, P_start)
slope = -4*np.sum(F_vo**2)
assert change < 0 and abs(b_big*change/slope - 1) < 5e-3
print("b*dE at b=%.0e: %.5f; -4 sum F^2: %.5f hartree^2" % (
    b_big, b_big*change, slope))

# Global descent from random densities.
g_water = descent_bound(water)
b_safe = g_water + 0.5
starts, steps = 10, 30
rises = {0.0: 0, b_safe: 0}
for _ in range(starts):
    q = np.linalg.qr(rng.standard_normal((nbas, nocc)))[0]
    for b in rises:
        P = q @ q.T
        for _ in range(steps):
            P_new = scf_step(water, P, b)
            dE = energy(water, P_new) - energy(water, P)
            rises[b] += int(dE > 1e-9)
            if b == b_safe:
                dist2 = np.sum((P_new - P)**2)
                assert dE <= -(b - g_water)*dist2 + 1e-9
            P = P_new
assert rises[b_safe] == 0
print("descent bound g %.4f hartree" % g_water)
print("random starts %d, steps from each %d" % (starts, steps))
for b in rises:
    print("  b %.4f hartree: energy-raising steps %d" % (b, rises[b]))

# Orbital Hessian from integrals, SCF Jacobian from finite differences.
mo = transform(eri, C)
o, v = slice(0, nocc), slice(nocc, nbas)
coupling = (4*mo[v, o, v, o]
            - mo[v, v, o, o].transpose(0, 2, 1, 3)
            - mo[v, o, v, o].transpose(0, 3, 2, 1))
H = np.diag(gaps) + coupling.reshape(nvir*nocc, nvir*nocc)
h_min = np.linalg.eigvalsh(H)[0]
assert h_min > 0


def jacobian(b, t=1e-4):
    columns = []
    for e in np.eye(nvir*nocc):
        diff = scf_step(water, rotated(t*e), b) \
            - scf_step(water, rotated(-t*e), b)
        columns.append((Cv.T @ diff @ Co).ravel()/(2*t))
    return np.array(columns).T


for b in (0.0, 1.0):
    formula = np.eye(len(H)) - H/(gaps + b)[:, None]
    assert np.max(np.abs(jacobian(b) - formula)) < 1e-5

lam0, vec0 = eigh(H, np.diag(gaps))
slow = vec0[:, 0]
gap_bar = np.sum(gaps*slow**2)/np.sum(slow**2)
print("lowest Hessian eigenvalue h_min %.4f hartree" % h_min)
print("mean gap of slowest unshifted monotone mode %.4f hartree" % gap_bar)
print("b/hartree, m_min, m_max, observed rate, steps/decade, error/step")
previous = None
for b in (0.0, 0.3, 1.0, 3.0, 10.0):
    lam, vec = eigh(H, np.diag(gaps + b))
    m = 1 - lam
    if previous is not None:
        assert np.all(m > previous - 1e-12)
    previous = m
    low = lam0[0]*gaps.min()/(gaps.min() + b)
    high = lam0[0]*gap_bar/(gap_bar + b)
    assert low - 1e-12 <= lam[0] <= high + 1e-12
    k = np.argmax(np.abs(m))
    assert abs(m[k]) < 1
    x = vec[:, k]/np.linalg.norm(vec[:, k])
    P = rotated(1e-3*x)
    first = dist = np.linalg.norm(P - P_ref)
    count = 0
    while dist > 1e-6 and count < 5000:
        P_new = scf_step(water, P, b)
        error_per_step = dist/np.linalg.norm(P_new - P)
        P = P_new
        dist = np.linalg.norm(P - P_ref)
        count += 1
    rate = (dist/first)**(1/count)
    assert abs((1 - rate)/(1 - abs(m[k])) - 1) < 0.02
    assert abs(error_per_step*(1 - m[k]) - 1) < 0.02
    print("  %4.1f  %8.4f  %.4f  %.4f  %.2f  %.3f" % (
        b, m.min(), m.max(), rate, -np.log(10)/np.log(rate),
        error_per_step))

b_far = 1000.0
lam_far = eigh(H, np.diag(gaps + b_far), eigvals_only=True)[0]
assert abs(b_far*lam_far/h_min - 1) < 5e-3
print("b*(1-m_max) at b=%.0f: %.4f hartree" % (b_far, b_far*lam_far))
print("checks complete")
```

Output:

```
MODEL: hopping 0.10, repulsion 0.60 hartree
gap 0.2000, descent bound g 0.6000 hartree
local convergence threshold in b: 0.2000 hartree
start: site-population difference per spin 0.20
solution energy 0.100000, start energy 0.116041 hartree
b/hartree, multiplier, steps to error 1e-8, final E/hartree
  0.0   -3.0000  none  0.500000
  0.1   -1.6667  none  0.425000
  0.3   -0.6000  33  0.100000
  0.6    0.0000  1  0.100000
  1.8    0.6000  33  0.100000
  3.8    0.8000  74  0.100000
WATER RHF/6-31G: OH 0.96 angstrom, angle 104.5 deg
basis functions 13, occupied 5, virtual 8
total energy -75.983940 hartree
smallest, largest pair gap: 0.7044, 22.2570 hartree
mixing test: frontier gap 0.7119, b 1.0 hartree
  gap/(gap+b) 0.41585
  exact ratio, full coupling 0.41800, 1% coupling 0.41585
  error ratio on halving coupling 7.948
b*dE at b=1e+05: -12.82303; -4 sum F^2: -12.82704 hartree^2
descent bound g 4.7198 hartree
random starts 10, steps from each 30
  b 0.0000 hartree: energy-raising steps 0
  b 5.2198 hartree: energy-raising steps 0
lowest Hessian eigenvalue h_min 0.3590 hartree
mean gap of slowest unshifted monotone mode 0.8052 hartree
b/hartree, m_min, m_max, observed rate, steps/decade, error/step
   0.0   -0.5920  0.5189  0.5920  4.39  0.628
   0.3   -0.3447  0.6529  0.6529  5.40  2.881
   1.0   -0.0054  0.7922  0.7922  9.88  4.811
   3.0    0.1369  0.9036  0.9036  22.71  10.372
  10.0    0.3283  0.9665  0.9665  67.61  29.867
b*(1-m_max) at b=1000: 0.3587 hartree
checks complete
```
